# Silicon dangling-bond surface bands and the obstructed atomic limit

**Question.** Silicon is an insulator with completely filled valence bands. Why does an ideal (111) cut through it leave surface bands that are half filled, and what does the position of the valence Wannier functions have to do with it?

**Answer.**

## The mechanism: a bond belongs to neither atom

In the diamond lattice each atom of sublattice A has four B neighbours, in the directions

$$
\mathbf d_0=\tfrac{(1,1,1)}{\sqrt3},\quad \mathbf d_1=\tfrac{(1,-1,-1)}{\sqrt3},\quad \mathbf d_2=\tfrac{(-1,1,-1)}{\sqrt3},\quad \mathbf d_3=\tfrac{(-1,-1,1)}{\sqrt3}.
$$

Lengths are in bond lengths, and the origin is the centre of a bond along $\mathbf d_0$. Then A sits at $-\mathbf d_0/2$, B at $+\mathbf d_0/2$, and $\mathbf R_i=\mathbf d_i-\mathbf d_0$ ($i=1,2,3$) are primitive lattice vectors. The centre of bond $i$ is $-\mathbf d_0/2+\mathbf d_i/2=\mathbf R_i/2$, with $\mathbf R_0=0$. These four sites per cell are inversion centres of the crystal, and they carry no atom.

Each atom has one $s$ and three $p$ orbitals. Electrons are treated as independent and spin-degenerate, without spin-orbit coupling. The orbitals are combined into hybrids pointing along the bonds:

$$
h_i^A=\tfrac12(s+\sqrt3\,\mathbf p\cdot\mathbf d_i),\qquad h_i^B=\tfrac12(s-\sqrt3\,\mathbf p\cdot\mathbf d_i).
$$

Since $\mathbf d_i\cdot\mathbf d_j=-1/3$ for $i\neq j$, two hybrids on one atom have overlap $\frac14(1-1)=0$. Their energy and mutual coupling are

$$
e_h=\tfrac14(E_s+3E_p),\qquad V_1=\tfrac14\left[E_s+3(-\tfrac13)E_p\right]=\tfrac14(E_s-E_p).
$$

Along a bond from A to B, the hoppings are $V_{ss}$ for $s$–$s$, $+V_{sp}$ from $s_A$ to the $p_B$ along the bond, $-V_{sp}$ from that $p_A$ to $s_B$, $V_{pp\sigma}$ between $p$ orbitals along the bond and $V_{pp\pi}$ between those across it. Two facing hybrids contain no transverse $p$ orbital, so

$$
V_2=\langle h_i^A|H|h_i^B\rangle=\tfrac14\left(V_{ss}-2\sqrt3\,V_{sp}-3V_{pp\sigma}\right).
$$

If $e_h$ and $V_2$ alone are kept, the crystal is a set of separate two-level bonds with energies $e_h\pm|V_2|$. This is the bond limit. For $V_2<0$ the lower state is $(h_i^A+h_i^B)/\sqrt2$. Inversion about the bond centre leaves $s$ unchanged, reverses $p$ and exchanges the atoms, so it turns $h_i^A$ into $h_i^B$. The bonding state is therefore even.

There are eight valence electrons per cell and four bonds, each holding two electrons. A plane through a bond centre divides the pair's density equally: one electron for each side. Each half then owns one hybrid, which could hold two electrons but has one. Had the filled functions been centred on atoms, a plane between atoms could have left each of them whole.

This picture assumes that the bonds are not an arbitrary choice of basis. The couplings dropped above spread the states over the crystal, and it must be shown that the filled functions cannot then be moved onto atoms.

## The formula: parities fix the centres

Suppose that the filled bands are described by localized Wannier functions, and that inversion $I$ about the origin maps this set onto itself. Consider a function of parity $p=\pm1$ about an inversion centre $\mathbf w$, for which $2\mathbf w$ is a lattice vector. Its Bloch sum is $|\mathbf K\rangle=\sum_{\mathbf R}e^{i\mathbf K\cdot\mathbf R}|\mathbf w+\mathbf R\rangle$. Inversion moves the copy at $\mathbf w+\mathbf R$ to $-\mathbf w-\mathbf R=\mathbf w+\mathbf R'$, with $\mathbf R'=-2\mathbf w-\mathbf R$. Hence

$$
I|\mathbf K\rangle=p\,e^{-i\mathbf K\cdot2\mathbf w}\sum_{\mathbf R'}e^{-i\mathbf K\cdot\mathbf R'}|\mathbf w+\mathbf R'\rangle=p\,e^{i\mathbf K\cdot2\mathbf w}|\mathbf K\rangle .
$$

The last step holds at the eight momenta with $\mathbf K\cdot\mathbf R_i=\pi m_i$, $m_i\in\{0,1\}$, where every such phase is $\pm1$ and equals its own inverse.

Functions that inversion exchanges in pairs have no diagonal element and contribute zero to the trace. All atom-centred functions are of this kind, because inversion exchanges A and B. Let $\nu(\mathbf w)$ be the number of even minus odd functions at $\mathbf w$, counted per cell. The trace of $I$ over the filled states is

$$
\chi(\mathbf K)=\sum_{\mathbf w}\nu(\mathbf w)e^{i\mathbf K\cdot2\mathbf w}
\quad\Longrightarrow\quad
\nu(\mathbf w)=\frac18\sum_{\mathbf K}e^{-i\mathbf K\cdot2\mathbf w}\chi(\mathbf K),
$$

because the signs belonging to two different inversion centres are orthogonal when summed over the eight momenta.

In the bond limit $\chi=1+(-1)^{m_1}+(-1)^{m_2}+(-1)^{m_3}$. This is $4$ at $\Gamma$, $2$ at the three L points with one $m_i=1$, $0$ at the three X points and $-2$ at the fourth L point. These integers cannot change while inversion is kept and the gap stays open. For the four kinds of inversion centre they give

$$
\begin{aligned}
\nu(0)&=\tfrac18(4+2+2+2-2)=1,\\
\nu(\mathbf R_1/2)&=\tfrac18(4-2+2+2+2)=1,\\
\nu\big((\mathbf R_1+\mathbf R_2)/2\big)&=\tfrac18(4-2-2+2-2)=0,\\
\nu\big((\mathbf R_1+\mathbf R_2+\mathbf R_3)/2\big)&=\tfrac18(4-2-2-2+2)=0.
\end{aligned}
$$

The other centres follow by permuting the indices. Each of the four bond centres needs at least one function, and four bands supply four. Each bond centre therefore has one even function, and nothing is left for any other site.

This is an obstructed atomic limit: the bands do come from localized functions, but symmetry holds those functions on empty sites. The trace at $\Gamma$ is enough to exclude atoms, since they would give 0 instead of 4; the L points select the bond centres from among the eight inversion centres. The conclusion applies to silicon on the premise that its valence bands have these bonding parities, as they do if they can be joined to the bond limit with inversion kept and without closing the gap.

The premise can fail. Multiply all hoppings by $t$. At $\Gamma$, $\sum_i\mathbf d_i=0$ removes $s$–$p$ mixing, and $\sum_i d_{i\alpha}d_{i\beta}=\frac43\delta_{\alpha\beta}$ makes the $p$–$p$ coupling $\frac43t(V_{pp\sigma}+2V_{pp\pi})$. For $V_{ss}<0$, the odd $s$ state lies at $E_s+4t|V_{ss}|$. The even $p$ triplet, $p_A-p_B$, lies at $E_p-\frac43t(V_{pp\sigma}+2V_{pp\pi})$. They cross at

$$
t_c=\frac{E_p-E_s}{4|V_{ss}|+\frac43(V_{pp\sigma}+2V_{pp\pi})}.
$$

Below $t_c$ the two $s$ states are filled first. The other two filled states must come from a threefold degenerate level, so there is no four-band gap at $\Gamma$. The obstructed insulator needs bonding strong enough to overcome the $s$–$p$ separation.

## From the centres to the surface count

Cut perpendicular to $\mathbf d_0$, through the centres of the bonds along $\mathbf d_0$. The plane meets one bond per surface cell. A slab of $N$ bilayers has $2N$ atoms and $8N$ electrons per surface cell. It has $3N$ bonds within bilayers and $N-1$ between them, so

$$
8N-2(4N-1)=2
$$

electrons remain for two dangling hybrids, one on each face. Inversion exchanges the faces, so in a thick slab each face has one electron per cell for a band that holds two. An odd number of electrons cannot fill spin-degenerate bands completely, and the face is a metal in band theory.

The count is fixed as long as inversion relates the two faces and the Fermi level stays inside the bulk gap, while the energy of the band is not: the same potential on the outer atoms of both faces moves it. A potential strong enough to push the band past a bulk band edge passes electrons between the faces and the bulk, and the band is then no longer half filled even though inversion is kept. A potential on one face only breaks the inversion of the slab and, in this independent-electron model, transfers electrons from one face to the other. The metal can also be lost. Doubling the surface cell makes the count even, and magnetism removes the spin degeneracy; either may open a gap.

Other cuts show what "half filled" does and does not imply. A (111) plane through three bonds per cell leaves three hybrids and three electrons on each face. If their coupling to the rest of the crystal is neglected, $V_1$ splits them into one level at $e_h+2V_1$ and two at $e_h-V_1$. The count is again odd. An ideal (001) cut leaves two hybrids and two electrons per surface atom. These are half filled as a pair, but the levels $e_h\pm V_1$ differ, so a gap is not excluded.

## The number: an sp³ slab

Take the round values $E_s=-7$, $E_p=0$, $V_{ss}=-2$, $V_{sp}=2.5$, $V_{pp\sigma}=4.5$ and $V_{pp\pi}=-1$ eV. They define a model crystal, not a fit to silicon. Then

$$
e_h=V_1=-\tfrac74=-1.75\ \text{eV},\qquad
V_2=\tfrac14(-2-8.66-13.5)=-6.04\ \text{eV},
$$

and $t_c=7/(8+3.333)=0.618$. The actual crystal, $t=1$, lies above this value.

Diagonalizing the bulk Hamiltonian on a $12^3$ momentum mesh puts the valence top at $-3.33$ eV and the conduction bottom at $0.84$ eV, a gap of 4.17 eV. The bond limit has a gap of $2|V_2|=12.08$ eV. Along a linear path between the two Hamiltonians, sampled at eleven points, the gap is nowhere smaller than 4.17 eV. The traces found by diagonalizing the full model are the $4,2,0,-2$ used above.

The Wannier functions can be built explicitly. Project the four bonding orbitals onto the valence states at each momentum, then orthonormalize them. On an $11^3$ mesh the smallest singular value of the overlap matrix is 0.945, far from the zero at which the construction would fail. The resulting functions are centred on the bond centres to rounding error, with 97.7% of their weight on the two atoms of the bond. Starting instead from $s$ and $p_z$ on both atoms gives a zero singular value at $\Gamma$: those orbitals form two even and two odd states, while the valence states there are all even.

For a slab with $N=12$ there are 96 electrons per surface cell and 47 intact bonds, leaving $96-94=2$ electrons. Diagonalization on a $12\times12$ surface mesh gives two nearly coincident bands inside the bulk gap:

| Surface momentum | Energy (eV) | Weight on dangling hybrids |
|---|---:|---:|
| $\bar\Gamma$ | $-0.90$ | 0.62 |
| $\bar{\rm M}$ | $-1.85$ | 0.76 |
| $\bar{\rm K}$ | $-1.94$ | 0.82 |

In the bond limit the band would be flat at $-1.75$ eV. Its width of 1.04 eV comes from the couplings that limit drops. The largest splitting between the two bands, caused by coupling between the faces, falls from 0.37 eV for 4 bilayers to 0.0008 eV for 12. This is far below the bandwidth, so the bands overlap. Filling the lowest levels puts the Fermi level at about $-1.7$ eV, with half of the dangling states occupied.

## What inversion was doing

Raise the A orbitals by 2 eV and lower the B orbitals by 2 eV. Inversion is lost, and nothing holds the Wannier functions at the bond centres. In the bond limit, a two-level bond with energies $\pm2$ eV about its mean and coupling $V_2$ has a weight difference $2/\sqrt{2^2+6.04^2}=0.314$ between its atoms. Its centre moves by half of this, 0.157 bond lengths, towards B. In the full model, projecting the same bonding orbitals as before gives 0.143. Without inversion this value depends slightly on the orbitals projected.

The sampled bulk gap stays at or above 4.17 eV while the offset grows, and ends at 4.90 eV. The bulk remains an insulator, but its filled functions can now slide towards atoms. The faces of the slab are no longer equivalent: one ends in A atoms, the other in B atoms. Their bands separate by a gap of 1.62 eV, and the two electrons fill the B-face band and leave the A-face band empty. This moves one electron per cell from one face to the other. The model omits the electrostatic energy of that transfer, as it omits surface relaxation, and that energy is large. The four centre shifts point along the $\mathbf d_i$ and add to zero, so the transfer leaves a net charge of $\pm e$ per cell on the faces. With silicon's surface cell of 12.8 Å$^2$ and dielectric constant 11.7, this is a field of about 1.2 V/Å, or some 46 V across 12 bilayers, far more than the 1.62 eV gap. In a real thick slab most of the charge would flow back, leaving both bands close to half filled.

The dangling orbitals thus survive without inversion, but symmetry no longer enforces their half filling; only charge neutrality of the faces, which this model leaves out, would restore it. In a slab whose bulk and faces keep inversion, and whose Fermi level lies in the bulk gap, symmetry alone enforces it, because each cut Wannier function is centred on the cutting plane and neither face has a greater claim to its two electrons.

Numbers in the example were calculated in double precision.
